# Referee comment: the G = 0 convention in the PAW Hartree energy

**The argument under review**

The manuscript compares Kohn-Sham levels, charged-defect energies and pressures obtained with several projector augmented-wave (PAW) datasets, and justifies the comparison in three steps: in a periodic cell the average electrostatic potential is undefined; each of the calculations removes the $\mathbf G=0$ component of the smooth Hartree potential; therefore all of them share one zero of energy, and levels and charged-cell energies may be subtracted directly. The first step is correct, and the second may be granted. The conclusion does not follow. Removing $\mathbf G=0$ fixes the average of the potential of the charge that sits on the plane-wave grid, and that charge is a property of the dataset.

**Conventions and assumptions**

Hartree atomic units are used. $\rho$ is the charge density, with nuclei positive, and $\phi$ its potential, $\nabla^2\phi=-4\pi\rho$; an electron has potential energy $-\phi$. The cell has volume $\Omega$, nuclear charge $Z$, $N$ electrons and net charge $q=Z-N$, and is neutralized by a uniform background of density $-b$ with $b=q/\Omega$. The augmentation spheres do not overlap and the partial waves are taken as complete, so that the one-centre densities equal the true and the smooth densities inside each sphere. Then

$$\rho=\tilde\rho+\sum_a\delta_a ,\qquad \tilde\rho=-\tilde n+\sum_a\hat\rho_a ,$$

where $\tilde n$ is the smooth electron density and the compensation charge $\hat\rho_a$ (which here includes the nucleus) is chosen so that $\delta_a$, nonzero inside sphere $a$ alone, has no multipole moment. In particular $\int\delta_a=0$, so $\tilde\rho$ carries the same net charge $q$ as $\rho$. Two schemes are compared. "AE" sets the cell average of the all-electron potential to zero. "std" is the scheme of the manuscript: a plane-wave sum over $\tilde\rho$ without $\mathbf G=0$, plus one-centre terms that contain no background. Kinetic and exchange-correlation terms are the same functionals in both and drop out of differences taken at the same density.

**Comment 1. The confined potential has a nonzero integral**

Outside sphere $a$, with the origin at its centre, the multipole expansion gives $\phi[\delta_a]=\sum_{lm}\frac{4\pi}{2l+1}\,Q_{lm}Y_{lm}/r^{l+1}$, and all $Q_{lm}$ vanish, so $\phi[\delta_a]=0$ there. Inside it does not vanish. Green's second identity for $r^2$ and $\phi[\delta_a]$, on a ball slightly larger than the sphere, has no surface term because $\phi[\delta_a]$ and its gradient are zero on the surface:

$$0=\int\left(r^2\nabla^2\phi[\delta_a]-\phi[\delta_a]\nabla^2r^2\right)d^3r=-4\pi M_a-6\int\phi[\delta_a]\,d^3r ,$$

with $M_a=\int r^2\delta_a\,d^3r$ and $\nabla^2r^2=6$. Hence

$$\int\phi[\delta_a]\,d^3r=-\frac{2\pi}{3}M_a .\tag{1}$$

Since $r^2$ is spherical, the angular integral in $M_a$ keeps the $l=0$ part of $\delta_a$ alone. For that part the Fourier transform is $\delta(k)=\int\delta\,j_0(kr)\,d^3r$ with $j_0(x)=1-x^2/6+\dots$, so $\delta(k)=-k^2M/6+\dots$ and $4\pi\delta(k)/k^2\to-2\pi M/3$, in agreement with (1). The compensation charge fixes $\int r^l Y_{lm}\delta_a$; the radial second moment is not among these conditions. Define

$$\bar\phi=\frac1\Omega\sum_a\int\phi[\delta_a]\,d^3r=-\frac{2\pi}{3\Omega}\sum_aM_a .\tag{2}$$

Doubling a perfect cell doubles both $\Omega$ and the sum, so $\bar\phi$ is intensive.

**Comment 2. The potentials differ by $\bar\phi$**

Let $\tilde\phi$ be the zero-average solution of $\nabla^2\tilde\phi=-4\pi(\tilde\rho-b)$, which is what the plane-wave sum without $\mathbf G=0$ returns. The function $\phi_{\rm std}=\tilde\phi+\sum_a\phi[\delta_a]$ satisfies $\nabla^2\phi_{\rm std}=-4\pi(\rho-b)$, the equation obeyed by $\phi_{\rm AE}$. Their difference is periodic and harmonic, hence constant. The average of $\phi_{\rm std}$ is $0+\bar\phi$ and that of $\phi_{\rm AE}$ is zero, so

$$\phi_{\rm std}=\phi_{\rm AE}+\bar\phi .\tag{3}$$

Between the spheres $\phi_{\rm std}=\tilde\phi$. Two datasets describing the same $\rho$ thus return interstitial smooth potentials that differ by $\bar\phi_A-\bar\phi_B$, although each has zero average.

**Comment 3. The energy of a charged cell**

For neutral periodic charges define $(x|y)=\int_\Omega x\,\phi[y]$. A constant added to $\phi[y]$ changes nothing because $\int x=0$, and the form is symmetric. With the self-energy of the point nuclei removed throughout, and $\delta=\sum_a\delta_a$,

$$E_{\rm AE}=\tfrac12(\tilde\rho-b+\delta\,|\,\tilde\rho-b+\delta)=\tfrac12(\tilde\rho-b|\tilde\rho-b)+(\tilde\rho-b|\delta)+\tfrac12(\delta|\delta).$$

The first term is the plane-wave sum $\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}|\tilde\rho(\mathbf G)|^2/G^2$, with $\tilde\rho(\mathbf G)=\int_\Omega\tilde\rho\,e^{-i\mathbf G\cdot\mathbf r}$. In the other two the freedom in the constant allows the confined potential $\sum_a\phi[\delta_a]$ to be used. Then $(\delta_a|\delta_{a'})=0$ for different spheres, and

$$(\tilde\rho-b|\delta)=\sum_a\int\tilde\rho\,\phi[\delta_a]-b\,\Omega\bar\phi .$$

Let $\tilde\rho^1_a$ be $\tilde\rho$ cut off at the sphere boundary, $\rho^1_a=\tilde\rho^1_a+\delta_a$, and $(\cdot|\cdot)_0$ the Coulomb form for isolated charges. Expanding the square,

$$\tfrac12(\rho^1_a|\rho^1_a)_0-\tfrac12(\tilde\rho^1_a|\tilde\rho^1_a)_0=(\tilde\rho^1_a|\delta_a)_0+\tfrac12(\delta_a|\delta_a)_0 ,$$

and the right side equals $\int\tilde\rho\,\phi[\delta_a]+\frac12(\delta_a|\delta_a)$ because $\phi[\delta_a]$ lives inside the sphere. The plane-wave sum plus these one-centre differences is $E_{\rm std}$. One term of the expansion is left over, $-b\Omega\bar\phi=-q\bar\phi$. Therefore, at the same density,

$$E_{\rm std}=E_{\rm AE}+q\bar\phi .\tag{4}$$

The leftover term is the interaction of the background with the confined potentials. It can be read the other way round: the background potential inside a sphere obeys $\nabla^2\phi_b=+4\pi b$, whose particular solution is $\phi_b=\frac{2\pi}{3}b\,r^2$; harmonic additions do not couple to a charge without multipoles, and $\sum_a\int\delta_a\phi_b=\frac{2\pi}{3}b\sum_aM_a=-q\bar\phi$. For $q=0$ the two energies coincide, and the manuscript's neutral-cell energies are not in question. For $q\neq0$ the offset is the charge times an intensive quantity and survives the limit of a large supercell.

Equation (4) compares the functionals at one density. For the minima at fixed $N$, each minimum lies below the value of its functional at the other minimizer. From $E_{\rm std}^{\min}\le E_{\rm std}[\rho_{\rm AE}]$ and $E_{\rm AE}^{\min}\le E_{\rm AE}[\rho_{\rm std}]$ together with (4),

$$q\bar\phi[\rho_{\rm std}]\le E^{\min}_{\rm std}-E^{\min}_{\rm AE}\le q\bar\phi[\rho_{\rm AE}] .$$

**Comment 4. Eigenvalues**

The derivative of the energy with respect to an occupation $f$ at fixed orbitals is the expectation value of the Hamiltonian in that orbital, and at self-consistency it is the eigenvalue (Janak's theorem). Differentiating (4) with $\partial q/\partial f=-1$,

$$\varepsilon_{\rm std}-\varepsilon_{\rm AE}=-\bar\phi+q\,\frac{\partial\bar\phi}{\partial f} .\tag{5}$$

For $q=0$ the two functionals are equal for all densities with $N=Z$, so they share their minimizer. A general variation of (4) is $\delta E_{\rm std}-\delta E_{\rm AE}=-\bar\phi\,\delta N+q\,\delta\bar\phi$, which at $q=0$ says that the Hamiltonians differ by $-\bar\phi$ times the identity (times the overlap operator in the PAW representation). All levels shift rigidly by $-\bar\phi$, as (3) implies for a particle of charge $-1$. Gaps are unaffected and absolute levels are not comparable between datasets.

For $q\ne0$ the second term depends on the state, through $M_a$, which is linear in the one-centre density matrix $\rho^a_{ij}$. The std Hamiltonian is then not that of the local potential $-\phi_{\rm std}$: its one-centre strengths $D^a_{ij}$ lack the coupling $\frac{2\pi q}{3\Omega}\,\partial M_a/\partial\rho^a_{ij}$ to $\phi_b$. This term is of order $q/\Omega$. Equation (5) holds at fixed density; the missing coupling also changes the self-consistent density at first order in $q/\Omega$, and that response is not contained in (5). It shifts the self-consistent levels at the same order $q/\Omega$ as the second term of (5), and can offset or reinforce it.

**Comment 5. What cancels in a formation energy**

Consider $F=E(q)-E(0)+q\,\varepsilon_{\rm ref}$, with $\varepsilon_{\rm ref}$ a level of the neutral host cell, and evaluate both schemes at the same densities. By (4), $E(q)$ shifts by $q\bar\phi_{\rm def}$ and $E(0)$ by nothing; by (5), $\varepsilon_{\rm ref}$ shifts by $-\bar\phi_{\rm host}$. So

$$F_{\rm std}-F_{\rm AE}=q\,(\bar\phi_{\rm def}-\bar\phi_{\rm host}) .\tag{6}$$

A localized defect changes $\sum_aM_a$ by a finite amount, so (6) falls as $1/\Omega$. A calculation that takes energies and reference level from one scheme and one dataset is safe up to that order. If the energies come from dataset $A$ and the level from dataset $B$, the same bookkeeping gives $q(\bar\phi_{A,\rm def}-\bar\phi_{B,\rm host})$, which tends to $q(\bar\phi_A-\bar\phi_B)$ of the host and does not decay.

**Comment 6. Pressure**

With the moments $M_a$ frozen, $q\bar\phi\propto1/\Omega$, and $P=-\partial E/\partial\Omega$ gives

$$P_{\rm std}-P_{\rm AE}=\frac{q\bar\phi}{\Omega} .\tag{7}$$

In linear elasticity a residual pressure $P$ in a cell of bulk modulus $B$ relaxes by a volume $P\Omega/B$, so the relaxation volume assigned to a charged defect shifts by $q\bar\phi/B$, independent of the supercell size. If the $M_a$ change with volume there is the further term $\frac{2\pi q}{3\Omega}\sum_a\partial M_a/\partial\Omega$. No reference level enters the pressure of the charged cell taken by itself, so nothing cancels this shift. If the relaxation volume is instead derived from $-\partial F/\partial\Omega$, with $F$ of Comment 5 and $\varepsilon_{\rm ref}$ taken from the host at the same strain, the term $-q\,\partial\varepsilon_{\rm ref}/\partial\Omega$ enters as well, and by (6) the remaining pressure shift is of order $1/\Omega^2$.

**Comment 7. The form with a local ionic potential**

A code may keep the ions off the grid and use a point-ion Ewald sum with a local potential $v_{\rm loc}$. Take one ion per cell and $v_{\rm loc}=-\phi[Z_{\rm ion}g]$, with $g$ a normalized spherical shape confined to the sphere. Applying (1) to the point ion minus the smooth ion, whose second moment is $-Z_{\rm ion}\langle r^2\rangle_g$,

$$\alpha=\int\left(v_{\rm loc}+\frac{Z_{\rm ion}}{r}\right)d^3r=\frac{2\pi}{3}Z_{\rm ion}\langle r^2\rangle_g .$$

Now apply (4) to the ions alone: $\rho$ is the point ion, $q=Z_{\rm ion}$, $\bar\phi=\alpha/\Omega$, and the one-centre terms reduce to minus the self-energy of $Z_{\rm ion}g$. This gives

$$E_{\rm smooth\ ion}-E_{\rm self}=E_{\rm Ewald}+Z_{\rm ion}\alpha/\Omega .\tag{8}$$

The plane-wave energy of $-\tilde n+Z_{\rm ion}g$ is the sum of the electron-electron, electron-ion and ion-ion parts at $\mathbf G\neq0$. By (8), adding $Z_{\rm ion}\alpha/\Omega$ to the first two parts and the Ewald energy reproduces the smooth-ion reference, and this term does not depend on $N$, so it shifts no level. Adding $N\alpha/\Omega$ instead lowers the energy by $(Z_{\rm ion}-N)\alpha/\Omega=q\alpha/\Omega$ and raises every level by $\alpha/\Omega$; this is (4) and (5) with the point ion as reference. Both variants drop $\mathbf G=0$ from the Hartree sum, and their energies agree when $q=0$, while their levels differ by $\alpha/\Omega$ for any $q$.

**Worked example**

The density is that of the free Mg$^{2+}$ ion in nonrelativistic LDA (Slater exchange, VWN5 correlation) in an even-tempered $16s9p$ Gaussian basis, with total energy $-198.2908$ Ha and $2p$ level $-2.4571$ Ha. It is frozen and placed in a simple cubic cell with $L=10$ bohr, $\Omega=1000$ bohr$^3$, $q=2$. There is no self-consistency in the cell, and "level" below means the occupation derivative of the electrostatic energy at frozen orbitals. Inside $r_c$, $\tilde n$ is an even polynomial of sixth degree matched to $n$ through the third derivative. The compensation charge is $\hat Qg$ with $\hat Q=Z-\int(n-\tilde n)$ and $g\propto(1-r^2/r_g^2)^6$. With $t=r^2/r_g^2$ its moment is a ratio of Beta functions, $\langle r^2\rangle_g=r_g^2\,\mathrm B(\frac52,7)/\mathrm B(\frac32,7)=r_g^2\,\frac{3/2}{3/2+7}=\frac{3}{17}r_g^2$.

$E_{\rm AE}$ is obtained without any smooth density. The kernel is split as $1/r=\mathrm{erf}(\eta r)/r+\mathrm{erfc}(\eta r)/r$. The first part is the potential of a Gaussian charge and has transform $4\pi e^{-k^2/4\eta^2}/k^2$; the second has volume integral $\lim_{k\to0}4\pi(1-e^{-k^2/4\eta^2})/k^2=\pi/\eta^2$. The short-range energy within one ion is common to the free ion and the cell, and short-range terms between images are neglected. The short-range ion-background and background-background terms give $(-1+\frac12)\,qb\,\pi/\eta^2$. The long-range energy is a lattice sum in the cell and $\frac12\int\frac{d^3k}{(2\pi)^3}$ of the same kernel for the free ion. Thus

$$E_{\rm AE}-E_{\rm free}=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|\rho(G)|^2e^{-G^2/4\eta^2}}{G^2}-\frac1\pi\int_0^\infty|\rho(k)|^2e^{-k^2/4\eta^2}dk-\frac{\pi q^2}{2\eta^2\Omega}.$$

The numerical check finds the same value within $10^{-7}$ Ha for $\eta=2$ and $\eta=1.5$ bohr$^{-1}$, which tests the neglect of the images. With $E_{\rm free}=-380.949334$ Ha from analytic integrals and a shift of $-0.587649$ Ha, $E_{\rm AE}=-381.536983$ Ha. $E_{\rm std}$ comes from a plane-wave sum and radial quadrature.

| set | $r_c,\ r_g$ (bohr) | $M$ (e bohr$^2$) | $\bar\phi$ (Ha) | $E_{\rm std}-E_{\rm AE}$ (Ha) |
|---|---|---|---|---|
| A | 2.0, 2.0 | $-5.44177$ | 0.011397 | 0.022794 |
| B | 2.0, 1.5 | $-4.54545$ | 0.009520 | 0.019040 |
| C | 1.5, 1.5 | $-3.77408$ | 0.007904 | 0.015809 |

The digits here and below are those of the $16s9p$ density, kept so that the identities can be followed; they are not basis-set limits. In denser even-tempered bases ($25s16p$, $30s19p$) the total energy falls by 0.0007 Ha, $E_{\rm free}$ and $E_{\rm AE}$ fall by about 0.0025 Ha, $\hat Q$ of A and B rises by about 0.008, $M$ moves by up to 0.003 e bohr$^2$ and $\bar\phi$ by up to $7\times10^{-6}$ Ha, and the A–C difference becomes 0.003485 Ha.

For A, (1) gives $\frac{2\pi}{3}\times5.44177=11.3972$ Ha bohr$^3$, which the radial Poisson solution reproduces, and division by 1000 gives $\bar\phi=0.011397$ Ha $=0.310$ eV. At the cell corner $\tilde\phi=-0.159085$ and $\phi_{\rm AE}=-0.170482$ Ha/e, a difference of $0.011397$, as (3) requires; the check asserts this at three interstitial points within $10^{-6}$ Ha/e. The energy offset is $2\times0.011397=0.022794$ Ha $=0.620$ eV, against 0.518 eV for B and 0.430 eV for C. Sets A and B share $\tilde n$ and $\hat Q=2.90236$, so their moments differ through $g$ alone: $M_A-M_B=-\hat Q\,\frac3{17}(2.0^2-1.5^2)=-0.8963$, equal to $-5.44177+4.54545$. The compensation radius alone moves the reference by $0.001877$ Ha $=0.051$ eV, and A and C differ by $0.003493$ Ha $=0.095$ eV.

The role of the background is isolated by replacing it with $f$ real electrons in a uniform state (an electrostatic model, not orthogonalized to the core). Then $q=2-f$, the total charge including background is unchanged, and so is $E_{\rm AE}$. The real electrons add $f/\Omega$ to both one-centre densities, which changes the one-centre difference by $-(f/\Omega)\int\phi[\delta]=-f\bar\phi$. At $f=2$ the computed $E_{\rm std}-E_{\rm AE}$ is of order $10^{-11}$ Ha in all three sets. The uniform state samples the average potential, so its AE level is zero and its std level is $-0.011397$ Ha in A. The $2p$ level, whose AE electrostatic part is $-8.381180$ Ha, shifts by the same $-0.011397$ Ha in the neutral cell. A supercell of $m^3$ ions missing one uniform electron is $m^3$ copies of the cell with $f=2-1/m^3$, so its offset is $m^3\bar\phi/m^3$; the computed value is 0.011397 Ha for 1, 8 and 27 ions.

In the charged cell the $2p$ shift in A is $-0.011397+2(-0.000455)=-0.012307$ Ha, and in B it is $-0.009520+2(0.000113)=-0.009294$ Ha, both matching finite differences of the energies. The state-dependent term changes sign between A and B. For one added $2p$ electron with densities $n_p$ and $\tilde n_p$, $\hat Q$ changes by $-\int(n_p-\tilde n_p)$, so

$$\frac{\partial M}{\partial f}=-\int r^2(n_p-\tilde n_p)\,d^3r+\langle r^2\rangle_g\int(n_p-\tilde n_p)\,d^3r .$$

The two integrals are the same in A and B, and $\langle r^2\rangle_g$ decides which term wins. For a $2p$ hole made in the neutral cell, with the uniform level as reference, (6) gives $\bar\phi_{\rm def}-\bar\phi_{\rm host}=-\partial\bar\phi/\partial f$, computed as $0.000455$, $-0.000113$ and $0.000086$ Ha for A, B and C, each about 4% or less of the corresponding $\bar\phi$.

For A, (7) gives $2\times0.011397/1000=2.2794\times10^{-5}$ Ha/bohr$^3$ $=0.67$ GPa. The finite difference between $\Omega=990$ and 1010 bohr$^3$ gives $2.2797\times10^{-5}$. The excess, $10^{-4}$ of the value, is that of the difference formula, since $(1/990-1/1010)/20=1/999900$ in place of $1/10^6$. For (8), with $Z_{\rm ion}=2$ and $r_g=2$ bohr, $\alpha=\frac{2\pi}{3}\times2\times0.70588=2.9568$ Ha bohr$^3$. The smooth sum minus self-energy is $-0.561546$ Ha, the point Ewald energy is $-0.567459$ Ha, and their unrounded difference equals $2\alpha/1000=0.005914$ Ha.

The cell is dilute. Dividing the same frozen moments by a round model volume of 150 bohr$^3$ per atom gives $\bar\phi=11.3972/150=0.0760$ Ha, about 2.1 eV, for A, 1.7 eV for B and 1.4 eV for C, with A and C apart by 0.63 eV. With a model $B=100$ GPa $=3.3989\times10^{-3}$ Ha/bohr$^3$ and $q=1$, the relaxation volume shifts by $0.0760/0.0033989\approx22$ bohr$^3$. These dense-cell figures are evaluations of (2) and (7), were not tested against a periodic sum, and leave out valence electrons and any change of $M_a$ with volume.

**Limits of the analysis and requested changes**

Overlapping spheres spoil $(\delta_a|\delta_{a'})=0$, and incomplete partial waves spoil the identification of $\tilde\rho^1_a$ with $\tilde\rho$; either adds dataset errors beyond (4), also at $q=0$. The AE reference depends on $\rho$ alone and is therefore independent of the dataset, but it remains a choice of constant in Poisson's equation and is not a vacuum level. The interaction of the charge with its periodic images is present in both schemes and is a separate correction.

The manuscript should state, for each code, which charge has its potential averaged to zero and whether the $\alpha$ term is multiplied by $N$ or by $Z_{\rm ion}$. It should report $\bar\phi$ for each dataset. Before comparing results of the std scheme, it should subtract $q\bar\phi$ from charged-cell energies, add $\bar\phi$ to levels (in charged cells a state-dependent remainder of order $q/\Omega$ is left; removing $q\,\partial\bar\phi/\partial f$ cancels it only at fixed density, not for self-consistent levels), and subtract from pressures $q\bar\phi/\Omega$ together with the term $\frac{2\pi q}{3\Omega}\sum_a\partial M_a/\partial\Omega$ of Comment 6, which is of the same order $q/\Omega$ because $\sum_a\partial M_a/\partial\Omega$ is intensive. For a code that multiplies $\alpha$ by $N$, Comment 7 lowers the energy by $q\alpha/\Omega$ and raises the levels by $\alpha/\Omega$, so $\bar\phi$ is to be replaced by $\bar\phi-\alpha/\Omega$ in these corrections, with $\alpha$ summed over all ions when the cell holds more than one. Formation energies that combine total energies and reference levels from different datasets should be recomputed.

## Values computed for the example and the checks

```
Mg2+ LDA: E_tot = -198.29082 Ha, eps_2p = -2.45712 Ha
cell: L = 10.0 bohr, Omega = 1000 bohr^3, q = 2
electrostatic energy, free ion = -380.949334 Ha
periodic shift = -0.587649 Ha, E_AE = -381.536983 Ha
phi_AE at cell corner = -0.170482 Ha/e
electrostatic part of eps_2p, AE = -8.381180 Ha
A: r_c = 2.0 bohr, r_g = 2.0 bohr, Q_hat = 2.90236 e, M2 = -5.44177 e bohr^2
A: int phi[delta] = 11.39721 Ha bohr^3, phibar = 0.011397 Ha = 0.3101 eV
A: phi_smooth at corner = -0.159085 Ha/e, offset = 0.011397 Ha/e
A: E_std(q=2) = -381.514188 Ha, minus E_AE = 0.022794 Ha = 0.6203 eV
A: E_std(q=0, uniform electrons) - E_AE = -1.5e-11 Ha
A: level shift q=0: uniform -0.011397 Ha, 2p -0.011397 Ha
A: level shift q=2: 2p -0.012307 Ha, dphibar/df = -0.000455 Ha
A: consistent 2p-hole formation residual = 0.000455 Ha
A: phibar at 150 bohr^3/atom = 0.07598 Ha = 2.068 eV
B: r_c = 2.0 bohr, r_g = 1.5 bohr, Q_hat = 2.90236 e, M2 = -4.54545 e bohr^2
B: int phi[delta] = 9.51997 Ha bohr^3, phibar = 0.009520 Ha = 0.2591 eV
B: phi_smooth at corner = -0.160962 Ha/e, offset = 0.009520 Ha/e
B: E_std(q=2) = -381.517943 Ha, minus E_AE = 0.019040 Ha = 0.5181 eV
B: E_std(q=0, uniform electrons) - E_AE = -1.6e-11 Ha
B: level shift q=0: uniform -0.009520 Ha, 2p -0.009520 Ha
B: level shift q=2: 2p -0.009294 Ha, dphibar/df = 0.000113 Ha
B: consistent 2p-hole formation residual = -0.000113 Ha
B: phibar at 150 bohr^3/atom = 0.06347 Ha = 1.727 eV
C: r_c = 1.5 bohr, r_g = 1.5 bohr, Q_hat = 4.79816 e, M2 = -3.77408 e bohr^2
C: int phi[delta] = 7.90441 Ha bohr^3, phibar = 0.007904 Ha = 0.2151 eV
C: phi_smooth at corner = -0.162578 Ha/e, offset = 0.007904 Ha/e
C: E_std(q=2) = -381.521174 Ha, minus E_AE = 0.015809 Ha = 0.4302 eV
C: E_std(q=0, uniform electrons) - E_AE = -1.6e-11 Ha
C: level shift q=0: uniform -0.007904 Ha, 2p -0.007904 Ha
C: level shift q=2: 2p -0.008077 Ha, dphibar/df = -0.000086 Ha
C: consistent 2p-hole formation residual = 0.000086 Ha
C: phibar at 150 bohr^3/atom = 0.05270 Ha = 1.434 eV
phibar A-B = 0.001877 Ha = 0.0511 eV, A-C = 0.003493 Ha = 0.0950 eV
A-C at 150 bohr^3/atom = 0.634 eV
A: supercell of 1 ions, q = 1: E_std - E_AE = 0.011397 Ha
A: supercell of 8 ions, q = 1: E_std - E_AE = 0.011397 Ha
A: supercell of 27 ions, q = 1: E_std - E_AE = 0.011397 Ha
A: P_std - P_AE: difference 2.2797e-05, formula 2.2794e-05 Ha/bohr^3 = 0.6706 GPa
model B = 100 GPa = 3.3989e-03 Ha/bohr^3
A: relaxation volume shift, q = 1, dense model = 22.35 bohr^3
ion Z = 2, r_g = 2.0 bohr: <r^2> = 0.70588 bohr^2, alpha = 2.95679 Ha bohr^3
point Ewald = -0.567459 Ha, smooth sum minus self = -0.561546 Ha
difference = 0.005914 Ha, Z alpha / Omega = 0.005914 Ha
```
